# Hall viscosity and q² Hall conductivity of filled Landau levels: a numerical check

```python
"""
Result under test: N filled Landau levels of free electrons have Hall viscosity
    eta_H = hbar*n*s/2,  s = N/2 (mean orbital spin),
and static Hall conductivity
    sigma_H(q)/sigma_H(0) = 1 + C2*(q*l)^2 + ...,
    C2 = eta_H/(hbar*n) - B^2*eps''(B)/(n*hbar*omega) = N/4 - N = -3N/4.
n: density, l: magnetic length, omega: cyclotron frequency, eps: energy density
at fixed filling, q: wavevector of a static longitudinal electric field.
Tests use hbar = m = omega = l = 1; the example uses Gaussian units.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm

SIZE = 60
lower = np.diag(np.sqrt(np.arange(1, SIZE)), 1).astype(complex)
raise_ = lower.conj().T
pi_x = (lower + raise_) / np.sqrt(2)
pi_y = 1j * (lower - raise_) / np.sqrt(2)
landau_energy = np.diag(np.arange(SIZE) + 0.5)


def inverse_transpose_strain(alpha, beta):
    """Lambda^{-T} for Lambda = exp([[alpha, beta], [beta, -alpha]])."""
    return expm(-np.array([[alpha, beta], [beta, -alpha]]))


def strained_momenta(alpha, beta):
    t = inverse_transpose_strain(alpha, beta)
    return (t[0, 0] * pi_x + t[0, 1] * pi_y,
            t[1, 0] * pi_x + t[1, 1] * pi_y)


def strained_hamiltonian(alpha, beta):
    wx, wy = strained_momenta(alpha, beta)
    return (wx @ wx + wy @ wy) / 2


def plaquette_curvature(state_maker, side):
    """Berry curvature -2 Im<d_alpha|d_beta> from a closed loop of overlaps."""
    h = side / 2
    corners = [(-h, -h), (h, -h), (h, h), (-h, h)]
    states = [state_maker(*c) for c in corners]
    loop = 1.0 + 0j
    for i in range(4):
        link = np.linalg.det(states[i].conj().T @ states[(i + 1) % 4])
        loop *= link / abs(link)
    return -np.angle(loop) / side**2


# --- Curvature per flux quantum, oscillator space, from diagonalization
curvature = {}
for filled in (1, 2, 3):
    def lowest_levels(alpha, beta, count=filled):
        return np.linalg.eigh(strained_hamiltonian(alpha, beta))[1][:, :count]
    curvature[filled] = plaquette_curvature(lowest_levels, 0.02)
    assert abs(curvature[filled] - filled**2) < 2e-3 * filled**2

# --- Curvature of a full lowest level on an explicit magnetic torus
FLUX = 3
length = np.sqrt(2 * np.pi * FLUX)
points = np.arange(48) * length / 48
grid_x, grid_y = np.meshgrid(points, points, indexing="ij")


def torus_orbitals(alpha, beta):
    c = np.array([1, -1j]) @ inverse_transpose_strain(alpha, beta)
    gamma = 1j * c[1] / c[0]
    columns = []
    for j in range(FLUX):
        psi = np.zeros_like(grid_x, dtype=complex)
        for image in range(-5, 6):
            k = 2 * np.pi * (j + image * FLUX) / length
            psi += np.exp(1j * k * grid_y - gamma * (grid_x + k)**2 / 2)
        columns.append(psi.ravel() / np.linalg.norm(psi))
    return np.array(columns).T


torus_curvature = plaquette_curvature(torus_orbitals, 0.02)
assert abs(torus_curvature - FLUX) < 2e-3 * FLUX

# --- Stress during real time evolution under a slowly started shear flow
shear_rate, ramp_time, steps = 0.01, 40.0, 800
dt = ramp_time / steps


def shear_strain(t):
    return shear_rate * (t / 2 - ramp_time * np.sin(np.pi * t / ramp_time)
                         / (2 * np.pi))


psi = np.eye(SIZE, 3, dtype=complex)
for i in range(steps):
    energy, vec = np.linalg.eigh(
        strained_hamiltonian(0.0, shear_strain((i + 0.5) * dt)))
    psi = vec @ (np.exp(-1j * energy * dt)[:, None] * (vec.conj().T @ psi))
wx, wy = strained_momenta(0.0, shear_strain(ramp_time))
stress_difference = np.einsum("ik,ij,jk->k", psi.conj(),
                              wx @ wx - wy @ wy, psi).real
dynamic_viscosity = stress_difference / (4 * shear_rate)
for k in range(3):
    assert abs(dynamic_viscosity[k] / ((k + 0.5) / 2) - 1) < 5e-3

# --- Static response from diagonalization in a weak cosine potential
position_values, position_vectors = np.linalg.eigh(pi_y)
V0 = 1e-3


def cosine_response(filled, q):
    """sigma ratio, then density, Pi_xx, Pi_yy changes over V''/(m omega^2).

    Landau gauge: pi_y is the distance from the orbit centre and also v_y.
    Density is relative to n, stresses are relative to the pressure P.
    """
    sums = np.zeros(4)
    phases = 2 * np.pi * np.arange(12) / 12
    for phase in phases:
        arg = phase + q * position_values
        cosine = (position_vectors * np.cos(arg)) @ position_vectors.conj().T
        sine = (position_vectors * np.sin(arg)) @ position_vectors.conj().T
        occ = np.linalg.eigh(landau_energy + V0 * cosine)[1][:, :filled]
        px2 = pi_x @ pi_x
        flux_xx = (px2 @ cosine + 2 * pi_x @ cosine @ pi_x + cosine @ px2) / 4
        operators = (pi_y @ sine, cosine, flux_xx, pi_y @ pi_y @ cosine)
        sums += [2 * np.trace(occ.conj().T @ op @ occ).real
                 for op in operators]
    sums /= len(phases)
    delta = -q**2 * V0
    pressure = filled**2 / 2
    return np.array([sums[0] / (filled * q * V0), sums[1] / (filled * delta),
                     sums[2] / (pressure * delta),
                     sums[3] / (pressure * delta)])


def exact_ratio(filled, q):
    """sigma_H(q)/sigma_H(0) from the Laguerre transition sum."""
    def transition_sum(x):
        total = mp.mpf(0)
        for k in range(filled):
            for m in range(filled, filled + 30):
                d = m - k
                total += (mp.factorial(k) / mp.factorial(m) * mp.exp(-x)
                          * x**d * mp.laguerre(k, d, x)**2 / d)
        return total
    return float(mp.diff(transition_sum, mp.mpf(q)**2 / 2) / filled)


small_q = {}
for filled in (1, 2, 3):
    values = []
    for q in (0.05, 0.10):
        r = cosine_response(filled, q)
        r[0] = (r[0] - 1) / q**2
        values.append(r)
    limit = (4 * values[0] - values[1]) / 3
    small_q[filled] = limit
    assert abs(limit[0] + 0.75 * filled) < 1e-3
    assert np.allclose(limit[1:], [1.0, 1.5, 2.5], atol=2e-3)
    # viscosity and compression parts, separated by the stress anisotropy
    viscous = -(limit[2] - limit[3]) / 2 * filled / 2
    compression = (limit[2] + limit[3]) / 2 * filled / 2
    assert abs(viscous - curvature[filled] / (4 * filled)) < 3e-3
    assert abs(viscous - compression - limit[0]) < 3e-3
    for q in (0.5, 1.0):
        r = cosine_response(filled, q)
        assert abs(r[0] - exact_ratio(filled, q)) < 2e-5
        # static force balance at finite q
        balance = 1 - q**2 * r[2] * filled / 2
        assert abs(r[0] - balance) < 2e-5

print("TESTS (hbar = m = omega = l = 1)")
for filled in (1, 2, 3):
    print(f"N={filled}: strain curvature per flux quantum = "
          f"{curvature[filled]:.4f}")
print(f"torus, {FLUX} flux quanta, N=1: total curvature = "
      f"{torus_curvature:.4f}")
print(f"shear rate in time evolution = {shear_rate} omega")
for k in range(3):
    print(f"level k={k}: eta_H/(hbar n) from evolution = "
          f"{dynamic_viscosity[k]:.4f}")
for filled in (1, 2, 3):
    lim = small_q[filled]
    print(f"N={filled}: C2 from diagonalization = {lim[0]:.4f}")
    print(f"  changes/delta: n {lim[1]:.4f}, Pi_xx {lim[2]:.4f}, "
          f"Pi_yy {lim[3]:.4f}")
    print(f"  viscous part {-(lim[2]-lim[3])*filled/4:.4f}, "
          f"compression part {-(lim[2]+lim[3])*filled/4:.4f}")

# --- Worked example in Gaussian units
hbar = const.hbar * 1e7
light = const.c * 100
charge = const.e * const.c * 10
mass_ratio, field, levels = 0.1, 1.0e5, 2
mass = mass_ratio * const.m_e * 1000
mag_length = np.sqrt(hbar * light / (charge * field))
omega = charge * field / (mass * light)
density = levels / (2 * np.pi * mag_length**2)
pressure = density * hbar * omega * levels / 2
eta = hbar * density * levels / 4
sigma0 = levels * charge**2 / (2 * np.pi * hbar)
assert abs(sigma0 / (density * charge * light / field) - 1) < 1e-10

print("EXAMPLE")
print(f"mass = {mass_ratio} m_e, B = {field:.1e} G, N = {levels}")
print(f"magnetic length = {mag_length*1e7:.4f} nm")
print(f"cyclotron frequency = {omega:.4e} 1/s")
print(f"cyclotron energy = {hbar*omega*1e-7/const.e*1e3:.3f} meV")
print(f"density = {density:.4e} cm^-2")
print(f"pressure = {pressure:.4e} erg/cm^2")
print(f"Hall viscosity = {eta:.4e} g/s = {eta*1e-3:.4e} kg/s")
print(f"sigma_H(0) = {sigma0:.4e} cm/s = "
      f"{levels*const.e**2/const.h:.4e} S")
for period_nm in (500, 100):
    ql = 2 * np.pi / (period_nm * 1e-7) * mag_length
    viscous = eta / (hbar * density) * ql**2
    compression = -2 * pressure / (density * hbar * omega) * ql**2
    print(f"period {period_nm} nm: q*l = {ql:.5f}")
    print(f"  viscosity term = {viscous:+.5f}")
    print(f"  compression term = {compression:+.5f}")
    print(f"  ratio sigma_H(q)/sigma_H(0), q^2 law = "
          f"{1+viscous+compression:.5f}")
    print(f"  ratio sigma_H(q)/sigma_H(0), full sum = "
          f"{exact_ratio(levels, ql):.5f}")
print("success")
```

Running it gives:

```
TESTS (hbar = m = omega = l = 1)
N=1: strain curvature per flux quantum = 0.9999
N=2: strain curvature per flux quantum = 3.9995
N=3: strain curvature per flux quantum = 8.9988
torus, 3 flux quanta, N=1: total curvature = 2.9996
shear rate in time evolution = 0.01 omega
level k=0: eta_H/(hbar n) from evolution = 0.2500
level k=1: eta_H/(hbar n) from evolution = 0.7499
level k=2: eta_H/(hbar n) from evolution = 1.2499
N=1: C2 from diagonalization = -0.7500
  changes/delta: n 1.0000, Pi_xx 1.5000, Pi_yy 2.5000
  viscous part 0.2500, compression part -1.0000
N=2: C2 from diagonalization = -1.5000
  changes/delta: n 1.0000, Pi_xx 1.5000, Pi_yy 2.5000
  viscous part 0.5000, compression part -2.0000
N=3: C2 from diagonalization = -2.2500
  changes/delta: n 1.0000, Pi_xx 1.5000, Pi_yy 2.4999
  viscous part 0.7500, compression part -3.0000
EXAMPLE
mass = 0.1 m_e, B = 1.0e+05 G, N = 2
magnetic length = 8.1130 nm
cyclotron frequency = 1.7588e+13 1/s
cyclotron energy = 11.577 meV
density = 4.8360e+11 cm^-2
pressure = 8.9698e-03 erg/cm^2
Hall viscosity = 2.5499e-16 g/s = 2.5499e-19 kg/s
sigma_H(0) = 6.9636e+07 cm/s = 7.7481e-05 S
period 500 nm: q*l = 0.10195
  viscosity term = +0.00520
  compression term = -0.02079
  ratio sigma_H(q)/sigma_H(0), q^2 law = 0.98441
  ratio sigma_H(q)/sigma_H(0), full sum = 0.98450
period 100 nm: q*l = 0.50976
  viscosity term = +0.12993
  compression term = -0.51970
  ratio sigma_H(q)/sigma_H(0), q^2 law = 0.61022
  ratio sigma_H(q)/sigma_H(0), full sum = 0.66342
success
```
